The AKLT chain: coupling-coefficient tensors and spin correlations from the transfer matrix

**1. A sequence with one irregular step**

In the infinite AKLT chain of spins 1, the correlations ⟨S^z_0 S^z_r⟩ for r = 0, 1, 2, 3 are

0.6667, −0.4444, 0.1481, −0.0494 (units of ħ²).

From r = 2 onward each value is −1/3 times the one before, but the first step has the ratio −2/3. The decay law (−1/3)^r is therefore not the whole correlation function: it needs a prefactor, and that prefactor does not fit r = 0. Both facts follow from the structure of the ground state.

Conventions: ħ = 1 in the algebra. Sites carry spin 1, with basis states |m⟩, m = +1, 0, −1. The Hamiltonian is

H = J Σ_i P2(i,i+1), J > 0,

where P2 projects two neighbouring spins on total spin 2. Energies are given in eV and lengths in angstrom.

**2. The projector as a polynomial**

Let x = S_i·S_j for two spins 1, and let j be their total spin. Squaring S_i + S_j gives j(j+1) = 2 + 2 + 2x, so

x = [j(j+1) − 4]/2 = −2, −1, 1 for j = 0, 1, 2.

A polynomial that vanishes at −2 and −1 and equals 1 at x = 1 is

P2 = (x+2)(x+1)/6 = 1/3 + x/2 + x²/6.

Since x is diagonal in the total-spin basis, this holds as an operator identity. H thus contains a bilinear coupling J/2, a biquadratic coupling J/6 and a constant J/3 per bond. Each term JP2 has eigenvalues 0 and J, so H ≥ 0, and any state annihilated by every P2 is a ground state.

**3. Tensors from valence bonds**

Such a state can be built from spins ½. Represent each site by two spins ½, left and right, projected on their triplet. Join the right spin of each site to the left spin of the next in a singlet. Two neighbouring sites contain four spins ½, of which two form a singlet. The other two can supply total spin 0 or 1, never 2. The site projections preserve total spin, so P2 annihilates the pair.

With rows for the left spin, columns for the right spin, and the order ↑, ↓, the triplet amplitudes are

P^+ = [[1,0],[0,0]], P^0 = (1/√2)[[0,1],[1,0]], P^− = [[0,0],[0,1]],

and the singlet amplitude is ε = (1/√2)[[0,1],[−1,0]]. Summing over the right spin of the site gives C^m = P^m ε:

C^+ = (1/√2)[[0,1],[0,0]]
C^0 = (1/2)[[−1,0],[0,1]]
C^− = (1/√2)[[0,0],[−1,0]].

The sum Σ_m C^m C^m† has diagonal entries 1/2 + 1/4 = 3/4. Multiplying every C^m by 2/√3 makes the sum the unit matrix. With σ^+ = |↑⟩⟨↓| and σ^− = |↓⟩⟨↑| the normalized tensors are

A^+ = √(2/3) σ^+, A^0 = −σ_z/√3, A^− = −√(2/3) σ^−.

On a ring of N sites the amplitude of |m_1 … m_N⟩ is Tr(A^{m_1} … A^{m_N}).

**4. The same tensors as coupling coefficients**

Couple a spin 1 (state m) with a spin ½ (state β) to total spin ½ (state α). The upper state has the form

|½ ½⟩ = u|1;↓⟩ + v|0;↑⟩.

The total raising operator must annihilate it. Since S^+|0⟩ = √2|1⟩ and s^+|↓⟩ = |↑⟩, this requires u + √2 v = 0. Normalization, with u positive by the standard phase convention, gives u = √(2/3) and v = −1/√3.

Now apply the total lowering operator, which takes |½ ½⟩ to |½ −½⟩ with factor 1:

|½ −½⟩ = √(2/3)·√2 |0;↓⟩ − (1/√3)(√2 |−1;↑⟩ + |0;↓⟩)
= (1/√3)|0;↓⟩ − √(2/3)|−1;↑⟩.

The four coefficients are the four nonzero entries of the tensors: A^+_{↑↓} = √(2/3), A^0_{↑↑} = −1/√3, A^0_{↓↓} = 1/√3, A^−_{↓↑} = −√(2/3). Hence

A^m_{αβ} = ⟨1 m; ½ β | ½ α⟩.

If the spin ½ is written first, the phase convention makes ⟨½ ½; 1 0|½ ½⟩ positive instead, so all coefficients change sign. This is the coupling ½ × 1 → ½; the sign multiplies the state by (−1)^N and has no physical effect.

This makes the state spin-adapted. Sites of spin 1 alone couple only to integer spin, so let the block end in one auxiliary spin ½. If |β⟩ is such a block with total spin ½, then Σ_{mβ} A^m_{αβ}|m⟩|β⟩ is the block enlarged by one site, again with spin ½. The other possible result, spin 3/2, is never used. Orthonormality of the coupled states is the normalization Σ_m A^m A^m† = 1.

**5. Cartesian form and zero energy**

Define |x⟩, |y⟩, |z⟩ by

|+1⟩ = −(|x⟩ + i|y⟩)/√2, |−1⟩ = (|x⟩ − i|y⟩)/√2, |0⟩ = |z⟩.

Collecting terms in Σ_m A^m|m⟩ gives

A^x = (−A^+ + A^−)/√2 = −(σ^+ + σ^−)/√3 = −σ_x/√3
A^y = −i(A^+ + A^−)/√2 = −i(σ^+ − σ^−)/√3 = σ_y/√3
A^z = −σ_z/√3.

In the second line σ^+ − σ^− = iσ_y was used. All three lines read A^a = σ_y σ_a σ_y/√3. Between neighbouring tensors σ_yσ_y = 1, so on a ring the state is unchanged if A^a is replaced by σ_a/√3.

The Cartesian states rotate like a vector. A pair amplitude ψ_ab therefore splits into a multiple of δ_ab (spin 0), an antisymmetric part (spin 1) and a symmetric traceless part (spin 2). The product

σ_a σ_b = δ_ab + i Σ_c ε_abc σ_c

has no symmetric traceless part, which confirms that every P2 gives zero.

**6. Uniqueness on a ring**

The claim is that for N ≥ 4 no other state of the ring has zero energy. Consider first an open chain of n ≥ 2 sites. The claim there is that the zero-energy states are

ψ(a_1…a_n) = Tr(W σ_{a_1} … σ_{a_n}), W any 2×2 matrix.

*Two sites.* Write W = w_0 + Σ_c w_c σ_c. Then Tr(Wσ_aσ_b) = 2w_0 δ_ab + 2i Σ_c ε_abc w_c, which is the most general amplitude without a spin-2 part.

*Adding a site.* Suppose the claim holds for n sites. With the new index c fixed, the first n sites must be in a zero-energy state, so

ψ = Tr(X^c σ_{a_1} … σ_{a_n}) = Tr(σ_b X^c M),

where b = a_n, M = σ_{a_1} … σ_{a_{n−1}}, and the X^c are unknown. The new bond requires the symmetric traceless part in (b,c) to vanish for every M.

*Case n ≥ 3.* Products of two or more Pauli matrices span all 2×2 matrices, so the condition holds for the matrices σ_bX^c themselves:

σ_b X^c + σ_c X^b = 0 for b ≠ c, and σ_b X^b equal for all b.

Call the common matrix W. Since σ_b² = 1, X^b = σ_b W. The first condition then holds, because different Pauli matrices anticommute. The cyclic property of the trace gives ψ = Tr(W σ_{a_1} … σ_{a_n} σ_c), the claimed form.

*Case n = 2.* Here M is a single Pauli matrix σ_e, so only the σ_e components of σ_bX^c are constrained. Put X^c = x_c + Σ_d y_cd σ_d. The component is

T_bc = x_c δ_be + i Σ_d ε_bde y_cd.

For e = 1 the rows are T_1c = x_c, T_2c = i y_c3, T_3c = −i y_c2. Equal diagonal entries and vanishing symmetric off-diagonal sums require

x_1 = i y_23 = −i y_32, x_2 = −i y_13, x_3 = i y_12, y_22 = y_33.

The cases e = 2 and e = 3 follow by cyclic permutation and are compatible with these. Together they fix all off-diagonal y_cd in terms of x_1, x_2, x_3 and make the diagonal ones equal. Four free numbers remain. The family Tr(Wσ_aσ_bσ_c) already supplies four independent zero-energy states, so it is complete.

The open chain thus has four ground states, which may be pictured as two unpaired spins ½, one at each end. Diagonalization of open chains with two to five sites gives four zero-energy states each time.

*Closing the ring.* The bond between sites N and 1 adds a condition on σ_c W σ_b, with c = a_N and b = a_1. The N − 2 ≥ 2 matrices in between again span everything. For b ≠ c the Pauli algebra gives

σ_c W σ_b + σ_b W σ_c = 2(w_c σ_b + w_b σ_c).

The w_0 term has dropped out by anticommutation. The right side must vanish, so w_1 = w_2 = w_3 = 0 and W is a multiple of the unit matrix. One state is left. Being unique, it is rotationally invariant, so ⟨S_0·S_r⟩ = 3⟨S^z_0 S^z_r⟩.

**7. The transfer map**

The squared norm is a sum over products of a trace and its complex conjugate. Since Tr(B)Tr(B*) = Tr(B⊗B*), it equals the trace of the N-th power of the linear map

E(X) = Σ_m A^m X A^m†
= (2/3)σ^+Xσ^− + (1/3)σ_zXσ_z + (2/3)σ^−Xσ^+,

which acts on 2×2 matrices. Let p_↑ and p_↓ project on ↑ and ↓. Then σ^+σ^− = p_↑, σ^−σ^+ = p_↓, σ^+σ_zσ^− = −p_↑ and σ^−σ_zσ^+ = p_↓, while σ_x and σ_y give zero between σ^± and σ^∓. Therefore

E(1) = (2/3)(p_↑ + p_↓) + 1/3 = 1
E(σ_z) = (2/3)(−p_↑ + p_↓) + σ_z/3 = −σ_z/3
E(σ_x) = σ_zσ_xσ_z/3 = −σ_x/3, and likewise for σ_y.

The eigenvalues are 1 and, three times, λ = −1/3. The squared norm on a ring is 1 + 3λ^N.

Measuring S^z on a site replaces E by a map in which each term is weighted with m:

E_z(X) = (2/3)σ^+Xσ^− − (2/3)σ^−Xσ^+.

The same products give

E_z(1) = (2/3)σ_z, E_z(σ_z) = −(2/3)·1, E_z(σ_x) = E_z(σ_y) = 0.

A spin operator thus turns the unit matrix into σ_z, and a second one turns it back. Between the two, σ_z is multiplied by λ at every site. This is the origin of the geometric decay λ^r, exponential in r, and of the role of λ: its sign is the antiferromagnetic alternation, its size the fraction of the correlation kept per site.

**8. Correlations on a ring and in the infinite chain**

For 1 ≤ r ≤ N−1 the numerator of ⟨S^z_0 S^z_r⟩ is the trace of E_z E^{r−1} E_z E^{N−r−1}. Follow each basis matrix from right to left:

1 → 1 → (2/3)σ_z → (2/3)λ^{r−1}σ_z → −(4/9)λ^{r−1}·1
σ_z → λ^{N−r−1}σ_z → −(2/3)λ^{N−r−1}·1 → the same → −(4/9)λ^{N−r−1}σ_z.

The matrices σ_x and σ_y contribute nothing. Because −4/9 = (4/3)λ, the sum divided by the norm is

⟨S^z_0 S^z_r⟩ = (4/3)(λ^r + λ^{N−r})/(1 + 3λ^N).

The two terms are the two ways round the ring. For N → ∞ at fixed r,

⟨S^z_0 S^z_r⟩ = (4/3)(−1/3)^r, ⟨S_0·S_r⟩ = 4(−1/3)^r, r ≥ 1.

At r = 0 both operators act on one site, and the chain of two separate insertions does not apply. There S_0·S_0 = 2, and isotropy gives ⟨(S^z_0)²⟩ = 2/3, half of what the formula would give at r = 0. This is why the first ratio in Section 1 is −2/3 instead of −1/3.

**9. Three consequences**

*Neighbouring pairs.* In the infinite chain the unit matrix is the only surviving eigenmatrix, and expectation values take the form ½Tr[…(1)]. The pair amplitude is σ_aσ_b/3. Its δ_ab part has weight ½·(1/9)·3·2 = 1/3. Its antisymmetric part has weight ½·(1/9)·2·6 = 2/3, since the squares of ε_abc sum to 6. Hence

⟨S_0·S_1⟩ = (1/3)(−2) + (2/3)(−1) = −4/3,

in agreement with 4(−1/3). An isolated pair with its four zero-energy states equally occupied would have weights 1/4 and 3/4, and −5/4 instead. The rest of the chain enters as unit matrices and weights the four amplitudes Tr(Wσ_aσ_b), W = 1, σ_1, σ_2, σ_3, equally. The singlet gains because these amplitudes have unequal norms: 2δ_ab has squared norm 12, each 2iε_abc at fixed c has squared norm 8, and 12/(12 + 3·8) = 1/3.

*Structure factor.* Let S(q) = Σ_r e^{iqr}⟨S^z_0 S^z_r⟩, with r over all integers, c = cos q and z = λe^{iq}. Summing the geometric series,

S(q) = 2/3 + (8/3) Re[z/(1−z)]
Re[z/(1−z)] = (Re z − |z|²)/(1 − 2Re z + |z|²) = −(3c+1)/(10+6c)
S(q) = [2(10+6c) − 8(3c+1)]/[3(10+6c)] = 2(1−c)/(5+3c).

At q = 0 it vanishes, as it must for a state of zero total spin. The r = 0 value 2/3 is needed for this cancellation. At q = π it reaches 2, a finite value: there are strong antiferromagnetic correlations but no long-range antiferromagnetic order.

*Quadrupoles.* The law does not hold for every operator. Take Q = 3(S^z)² − 2, with values 1, −2, 1. Its insertion map gives

E_Q(1) = (2/3)(p_↑ + p_↓) − (2/3)·1 = 0,

so ⟨Q_0Q_r⟩ = 0 for all r ≥ 1 in the infinite chain. A quadrupole has rank 2, and the bond space of 1 and σ_a contains ranks 0 and 1 only.

**10. Numbers for a model chain**

Take round model parameters J = 0.020 eV and site spacing a = 3.00 Å. The bilinear coupling is J/2 = 0.010 eV and the biquadratic one J/6 = 0.0033 eV.

Writing |λ|^r = exp(−ra/ξ) defines the correlation length

ξ = a/ln 3 = 3.00 Å/1.0986 = 2.73 Å (5.16 bohr).

It is shorter than one lattice spacing and does not depend on J, which only sets the energy scale.

A ring of eight sites was also diagonalized directly from H, without the tensors. Its ground energy is zero within 10⁻⁸ J, and its squared overlap with the normalized tensor state is 1.00000000. The correlations for r = 1 to 4 are

−0.444851, 0.149909, −0.054845, 0.032907,

equal to the ring formula in all printed digits. The last value is about twice the infinite-chain value 0.016461, because at r = 4 both ways round the ring are equally long. In numbers, 2 × 0.016461/1.000457 = 0.032907, where 1.000457 is the squared norm 1 + 3λ⁸. At r = 1 the second path has seven steps, and the result differs from −0.444444 by only about 0.1 per cent of that value.

The lowest excitation energies of rings with 4, 6 and 8 sites are 0.006667, 0.006957 and 0.006997 eV. The last is 0.35 J, or 2.571 × 10⁻⁴ hartree. The increments fall from 0.000290 to 0.000040 eV, which suggests a nonzero limit near this value. Three small rings do not prove it, and the ground-state tensors alone do not supply an excitation energy. Further values are in the numerical output.

**11. Where the result stops**

The derivation needs the biquadratic coupling to be one third of the bilinear one, with both positive. At another ratio the two-site term is no longer a constant plus a multiple of P2, the zero-energy argument is lost, and neither the tensors nor the ratio −1/3 follows. If J is negative, the same state still has H = 0, but this is then the top of the spectrum. On an open chain the ground state is fourfold degenerate, and the average ⟨S^z_i⟩ near an end depends on which of the four states, or which mixture, is taken. In a long chain the correlation ⟨S^z_i S^z_j⟩ of two sites near the same end does not: the two insertions of Section 7 turn the unit matrix into a multiple of itself, so the infinite-chain value holds up to terms that vanish exponentially with the chain length.

Calculated quantities

```
coupling J = 0.020 eV
site spacing a = 3.00 angstrom
constant per bond J/3 = 0.006667 eV
bilinear coupling J/2 = 0.010000 eV
biquadratic coupling J/6 = 0.003333 eV
S.S for pair spin 0 = -2.000000 (hbar^2)
S.S for pair spin 1 = -1.000000 (hbar^2)
S.S for pair spin 2 = 1.000000 (hbar^2)
A[+1] up,down = 0.816497 (no unit)
A[0] up,up = -0.577350 (no unit)
A[0] down,down = 0.577350 (no unit)
A[-1] down,up = -0.816497 (no unit)
open chain, 2 sites: zero-energy states = 4
open chain, 3 sites: zero-energy states = 4
open chain, 4 sites: zero-energy states = 4
open chain, 5 sites: zero-energy states = 4
transfer eigenvalues = 1.000000 -0.333333 -0.333333 -0.333333 (no unit)
weight of pair spin 0 = 0.333333 (no unit)
weight of pair spin 1 = 0.666667 (no unit)
weight of pair spin 2 = 0.000000 (no unit)
neighbour <S.S>, infinite chain = -1.333333 (hbar^2)
infinite chain <Sz_0 Sz_0> = 0.666667 (hbar^2)
infinite chain <Sz_0 Sz_1> = -0.444444 (hbar^2)
infinite chain <Sz_0 Sz_2> = 0.148148 (hbar^2)
infinite chain <Sz_0 Sz_3> = -0.049383 (hbar^2)
infinite chain <Sz_0 Sz_4> = 0.016461 (hbar^2)
infinite chain <Sz_0 Sz_5> = -0.005487 (hbar^2)
infinite chain <Sz_0 Sz_6> = 0.001829 (hbar^2)
8-site ring <Sz_0 Sz_1>: diagonalized -0.444851, formula -0.444851 (hbar^2)
8-site ring <Sz_0 Sz_2>: diagonalized 0.149909, formula 0.149909 (hbar^2)
8-site ring <Sz_0 Sz_3>: diagonalized -0.054845, formula -0.054845 (hbar^2)
8-site ring <Sz_0 Sz_4>: diagonalized 0.032907, formula 0.032907 (hbar^2)
8-site ring norm squared of product state = 1.000457 (no unit)
8-site ring squared overlap = 1.00000000 (no unit)
8-site ring |ground energy| below 1e-8 J: True
4-site ring gap = 0.006667 eV
6-site ring gap = 0.006957 eV
8-site ring gap = 0.006997 eV
8-site ring gap converted = 2.5713e-04 hartree
correlation length = 2.7307 angstrom
correlation length converted = 5.1603 bohr
```
